# The Zero Crossing of the Real Drude Permittivity: a program that tests the result

```python
"""
Result under test: the real part of the Drude permittivity
    eps(w) = eps_b - wp^2 / (w^2 + i*gamma*w)
crosses zero at w0^2 = wp^2/eps_b - gamma^2, provided wp^2/eps_b > gamma^2.
w: angular frequency; wp^2 = 4*pi*n/m (atomic units); n: carrier density;
m: carrier mass; gamma: velocity damping rate; eps_b: background permittivity.
Fields vary as exp(-i*w*t). Algebra is in atomic units, output in eV and
engineering units. The example is an indium tin oxide film with rough inputs.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
VELOCITY_SI = const.physical_constants["atomic unit of velocity"][0]
FIELD_SI = const.physical_constants["atomic unit of electric field"][0]
MOBILITY_CM2 = VELOCITY_SI / FIELD_SI * 1e4
HC_EV_NM = const.h * const.c / const.e * 1e9

# Rough typical inputs for heavily doped indium tin oxide
density_cm3 = 1.0e21
mass = 0.40
eps_b = 3.9
mobility_cm2 = 30.0

density = density_cm3 * 1e6 * BOHR_M**3
gamma = 1.0 / (mass * mobility_cm2 / MOBILITY_CM2)
wp = math.sqrt(4 * math.pi * density / mass)
ws = wp / math.sqrt(eps_b)


def crossing(screened_squared, damping):
    """Derived formula for the zero of the real permittivity."""
    return math.sqrt(screened_squared - damping**2)


def driven_permittivity(w, carrier_density, damping):
    """Permittivity extracted from the time-integrated motion of an electron."""
    start = 25.0 / damping
    times = start + 2 * math.pi / w * np.arange(64) / 64
    motion = solve_ivp(
        lambda t, y: [y[1], -damping * y[1] - math.cos(w * t) / mass],
        (0.0, times[-1]), [0.0, 0.0], method="DOP853",
        t_eval=times, rtol=1e-10, atol=1e-9)
    assert motion.success
    amplitude = 2 * np.mean(motion.y[0] * np.exp(1j * w * times))
    return eps_b - 4 * math.pi * carrier_density * amplitude


# Plasma energy by the SI route
wp_si = math.sqrt(density_cm3 * 1e6 * const.e**2
                  / (const.epsilon_0 * mass * const.m_e))
assert abs(wp_si * const.hbar / const.e / (wp * HARTREE_EV) - 1) < 1e-7

# Drift under a constant field returns the input mobility
drift = solve_ivp(lambda t, v: [-gamma * v[0] - 1 / mass],
                  (0, 25 / gamma), [0.0], rtol=1e-10, atol=1e-9)
assert abs(-drift.y[0, -1] * MOBILITY_CM2 / mobility_cm2 - 1) < 1e-6

# Real and imaginary parts away from the crossing
for w in (0.5 * ws, 1.6 * ws):
    simulated = driven_permittivity(w, density, gamma)
    real_part = eps_b - wp**2 / (w**2 + gamma**2)
    imag_part = gamma * wp**2 / (w * (w**2 + gamma**2))
    assert abs(simulated - (real_part + 1j * imag_part)) < 1e-5

# Crossing, residual loss and free ringing, for weak and strong damping
simulated_roots = []
for damping in (gamma, 0.6 * ws):
    root = brentq(lambda w: driven_permittivity(w, density, damping).real,
                  0.3 * ws, 1.5 * ws, rtol=1e-9)
    simulated_roots.append(root)
    w_formula = crossing(ws**2, damping)
    assert abs(root / w_formula - 1) < 1e-6
    at_root = driven_permittivity(root, density, damping)
    assert abs(at_root.imag / (eps_b * damping / w_formula) - 1) < 1e-5
    index = np.sqrt(at_root)
    expected_index = math.sqrt(eps_b * damping / (2 * w_formula))
    assert abs(index.real - expected_index) < 1e-5
    assert abs(index.imag - expected_index) < 1e-5
    assert driven_permittivity(0.9 * root, density, damping).real < 0
    assert driven_permittivity(1.1 * root, density, damping).real > 0

    def depolarized(t, y):
        field = 4 * math.pi * density * y[0] / eps_b
        return [y[1], -damping * y[1] - field / mass]

    ring = solve_ivp(depolarized, (0, 12 / ws), [1.0, 0.0], method="DOP853",
                     events=lambda t, y: y[0], rtol=1e-11, atol=1e-13)
    zero_times = ring.t_events[0]
    speeds = np.abs(ring.y_events[0][:, 1])
    half_period = zero_times[1] - zero_times[0]
    ring_formula = math.sqrt(ws**2 - damping**2 / 4)
    assert abs(math.pi / half_period / ring_formula - 1) < 1e-5
    decay_rate = math.log(speeds[0] / speeds[1]) / half_period
    assert abs(decay_rate / (damping / 2) - 1) < 1e-4

# Threshold density: a crossing exists only above it
density_min = eps_b * mass * gamma**2 / (4 * math.pi)
assert driven_permittivity(0.05 * gamma, 1.2 * density_min, gamma).real < 0
for factor in (0.05, 0.3, 1.0, 3.0):
    assert driven_permittivity(factor * gamma, 0.9 * density_min, gamma).real > 0

w0 = crossing(ws**2, gamma)
w0_ev, ws_ev = w0 * HARTREE_EV, ws * HARTREE_EV
wp_ev, gamma_ev = wp * HARTREE_EV, gamma * HARTREE_EV
weak_ev = ws_ev - gamma_ev**2 / (2 * ws_ev)
assert abs(weak_ev - w0_ev) < gamma_ev**4 / (4 * ws_ev**3)

# Neglected effects: background dispersion and polar lattice
gap_ev, eps_static, phonon_ev = 4.0, 9.0, 0.05


def crossing_with_background(background):
    return brentq(lambda w: background(w) - wp_ev**2 / (w**2 + gamma_ev**2),
                  0.5 * ws_ev, 1.5 * ws_ev)


def interband(resonance_ev):
    return lambda w: 1 + (eps_b - 1) / (1 - (w / resonance_ev)**2)


w_dispersion = crossing_with_background(interband(gap_ev))
w_higher_resonance = crossing_with_background(interband(2 * gap_ev))
assert w_dispersion < w_higher_resonance < w0_ev
w_lattice = crossing_with_background(
    lambda w: eps_b + (eps_static - eps_b) * phonon_ev**2 / (phonon_ev**2 - w**2))

# Neglected effects: nonparabolic band E(1 + C E) = k^2/(2 m_edge)
nonparabolicity_per_ev = 0.4
C = nonparabolicity_per_ev * HARTREE_EV
k_fermi = (3 * math.pi**2 * density)**(1 / 3)
half_b = C * k_fermi**2
mass_edge = -half_b + math.sqrt(half_b**2 + mass**2)


def band_energy(k):
    return (np.sqrt(1 + 2 * C * k**2 / mass_edge) - 1) / (2 * C)


def optical_mass_cold(carrier_density):
    k = (3 * math.pi**2 * carrier_density)**(1 / 3)
    return mass_edge * math.sqrt(1 + 2 * C * k**2 / mass_edge)


def optical_mass_thermal(temperature):
    """Inverse band curvature averaged over the occupied states."""
    kt = const.k * temperature / const.e / HARTREE_EV
    k = np.linspace(0, 2 * k_fermi, 20001)
    energy = band_energy(k)
    velocity = np.gradient(energy, k, edge_order=2)
    curvature_weight = np.gradient(k**2 * velocity, k, edge_order=2) / 3

    def occupation(mu):
        return expit((mu - energy) / kt)

    e_fermi = float(band_energy(k_fermi))
    mu = brentq(lambda u: trapezoid(k**2 * occupation(u), k) / math.pi**2
                / density - 1, 0.5 * e_fermi, 1.5 * e_fermi)
    filled = occupation(mu)
    return trapezoid(k**2 * filled, k) / trapezoid(curvature_weight * filled, k)


assert abs(optical_mass_thermal(60.0) / optical_mass_cold(density) - 1) < 1e-3
mass_300 = optical_mass_thermal(300.0)
w_300 = crossing(ws_ev**2 * mass / mass_300, gamma_ev)
mass_dense = optical_mass_cold(1.2 * density)
w_dense_fixed = crossing(1.2 * ws_ev**2, gamma_ev)
w_dense_band = crossing(1.2 * ws_ev**2 * mass / mass_dense, gamma_ev)


def percent(value):
    return 100 * (value / w0_ev - 1)


loss = eps_b * gamma_ev / w0_ev
print(f"Input carrier density: {density_cm3:.2e} cm^-3")
print(f"Input carrier mass: {mass:.2f} electron masses")
print(f"Input background permittivity: {eps_b:.2f} (no unit)")
print(f"Input mobility: {mobility_cm2:.1f} cm2/Vs")
print(f"Unscreened plasma energy: {wp_ev:.4f} eV")
print(f"Screened plasma energy: {ws_ev:.4f} eV")
print(f"Damping energy: {gamma_ev:.4f} eV")
print(f"Squared plasma energy over background: {ws_ev**2:.5f} eV^2")
print(f"Squared damping energy: {gamma_ev**2:.5f} eV^2")
print(f"Squared crossing energy: {w0_ev**2:.5f} eV^2")
print(f"Crossing energy, formula: {w0_ev:.4f} eV")
print(f"Crossing energy, driven motion: {simulated_roots[0]*HARTREE_EV:.4f} eV")
print(f"Crossing wavelength: {HC_EV_NM/w0_ev:.1f} nm")
print(f"Wavelength if damping is ignored: {HC_EV_NM/ws_ev:.1f} nm")
print(f"Weak-damping estimate of crossing: {weak_ev:.4f} eV")
print(f"Imaginary permittivity at crossing: {loss:.4f} (no unit)")
print(f"Index and extinction at crossing, each: {math.sqrt(loss/2):.4f} (no unit)")
print(f"Free ringing energy: {math.sqrt(ws_ev**2-gamma_ev**2/4):.4f} eV")
print(f"Threshold density: {density_min/BOHR_M**3/1e6:.3e} cm^-3")
print(f"Strong-damping test, damping/screened plasma: {0.6:.2f} (no unit)")
print(f"Strong-damping test, crossing/screened plasma: "
      f"{simulated_roots[1]/ws:.5f} (no unit)")
print(f"Rough interband gap: {gap_ev:.1f} eV")
print(f"Crossing with all interband strength at gap: {w_dispersion:.4f} eV")
print(f"Shift from background dispersion: {percent(w_dispersion):+.2f} %")
print(f"Rough static permittivity: {eps_static:.1f} (no unit)")
print(f"Rough lattice resonance: {phonon_ev:.3f} eV")
print(f"Shift from polar lattice: {percent(w_lattice):+.3f} %")
for scale in (0.5, 2.0):
    shifted = crossing(ws_ev**2, scale * gamma_ev)
    print(f"Shift with damping times {scale:.1f}: {percent(shifted):+.2f} %")
print(f"Rough nonparabolicity: {nonparabolicity_per_ev:.2f} eV^-1")
print(f"Inferred band-edge mass: {mass_edge:.3f} electron masses")
print(f"Fermi energy above band edge: {band_energy(k_fermi)*HARTREE_EV:.3f} eV")
print(f"Thermal energy at 300 K: {const.k*300/const.e:.4f} eV")
print(f"Optical mass at 300 K: {mass_300:.5f} electron masses")
print(f"Shift from temperature, 0 to 300 K: {percent(w_300):+.4f} %")
print(f"Optical mass at 20% higher density: {mass_dense:.4f} electron masses")
print(f"Crossing at 20% higher density, fixed mass: {w_dense_fixed:.4f} eV")
print(f"Crossing at 20% higher density, band mass: {w_dense_band:.4f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Input carrier density: 1.00e+21 cm^-3
Input carrier mass: 0.40 electron masses
Input background permittivity: 3.90 (no unit)
Input mobility: 30.0 cm2/Vs
Unscreened plasma energy: 1.8566 eV
Screened plasma energy: 0.9401 eV
Damping energy: 0.0965 eV
Squared plasma energy over background: 0.88387 eV^2
Squared damping energy: 0.00931 eV^2
Squared crossing energy: 0.87457 eV^2
Crossing energy, formula: 0.9352 eV
Crossing energy, driven motion: 0.9352 eV
Crossing wavelength: 1325.8 nm
Wavelength if damping is ignored: 1318.8 nm
Weak-damping estimate of crossing: 0.9352 eV
Imaginary permittivity at crossing: 0.4023 (no unit)
Index and extinction at crossing, each: 0.4485 (no unit)
Free ringing energy: 0.9389 eV
Threshold density: 1.053e+19 cm^-3
Strong-damping test, damping/screened plasma: 0.60 (no unit)
Strong-damping test, crossing/screened plasma: 0.80000 (no unit)
Rough interband gap: 4.0 eV
Crossing with all interband strength at gap: 0.9163 eV
Shift from background dispersion: -2.02 %
Rough static permittivity: 9.0 (no unit)
Rough lattice resonance: 0.050 eV
Shift from polar lattice: +0.189 %
Shift with damping times 0.5: +0.40 %
Shift with damping times 2.0: -1.61 %
Rough nonparabolicity: 0.40 eV^-1
Inferred band-edge mass: 0.203 electron masses
Fermi energy above band edge: 1.209 eV
Thermal energy at 300 K: 0.0259 eV
Optical mass at 300 K: 0.40027 electron masses
Shift from temperature, 0 to 300 K: -0.0344 %
Optical mass at 20% higher density: 0.4187 electron masses
Crossing at 20% higher density, fixed mass: 1.0253 eV
Crossing at 20% higher density, band mass: 1.0019 eV
ALL CHECKS PASSED
```
